# The KLI Exchange Potential: Slater's Average, Shell Constants and the Tail, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From one orbital to the linear system

### 1. What goes wrong without it

The free fluoride ion has nine protons and ten electrons. Suppose its orbitals are to come from one local potential, the sum of the nuclear attraction, the Hartree repulsion of the full density and a local exchange potential $v_x$. In hartree atomic units, used throughout, the first two terms give $-9/r+10/r=+1/r$ far from the ion. An electron out there leaves nine electrons and nine protons behind and should feel no net Coulomb force, so $v_x$ has to supply $-1/r$.

Local-density exchange, $-(6n_\sigma/\pi)^{1/3}$ for spin density $n_\sigma$, follows the density and dies exponentially. On the ten-electron density computed below, $rv_x$ is $-0.002$ Ha bohr at $r=17$ bohr, the 2p orbital has the energy expectation value $+0.177$ Ha, and the lowest p eigenvalue in a box of radius 30 bohr is positive. Slater's averaged exchange potential has the right tail and binds the 2p shell, but its self-consistent energy lies 49 mHa above Hartree-Fock and its 2p eigenvalue is $-0.217$ Ha against $-0.181$ Ha. The energetically best local potential, the optimized effective potential (OEP), obeys an integral equation that involves all unoccupied states.

The Krieger-Li-Iafrate (KLI) potential is an approximation to the OEP built from occupied orbitals alone. It adds to Slater's potential one constant per shell, weighted at each point by that shell's share of the density, and for this ion it lies 2.2 mHa above Hartree-Fock.

### 2. Conventions

The treatment is exchange only: the energy is the expectation value of the nonrelativistic Hamiltonian in one determinant, and correlation is absent. Exchange acts within one spin channel, so the spin label is dropped and sums run over the $N$ occupied orbitals of one spin. The orbitals are real, orthonormal eigenfunctions of one local Hamiltonian,

$$h_s\varphi_i=\varepsilon_i\varphi_i,\qquad h_s=-\tfrac12\nabla^2+v_s .$$

A gap is assumed above the highest occupied level $\varepsilon_N$. For any $v_s$ the local exchange potential is defined as the remainder $v_x=v_s-v_{\rm ext}-v_H$, where $v_H$ is the Hartree potential of the total density of both spins. Let $n_i=\varphi_i^2$ and $n=\sum_in_i$. The Fock exchange operator is

$$(Kf)(\mathbf r)=-\sum_j\varphi_j(\mathbf r)\int\frac{\varphi_j(\mathbf r')f(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',$$

so that $K\varphi_i=-\sum_j\varphi_jV_{ji}$, where $V_{ji}$ is the electrostatic potential of the pair density $\varphi_j\varphi_i$. The exchange energy of the channel is $E_{x\sigma}=\frac12\sum_i\langle i|K|i\rangle$, and the Fock operator is $F=-\frac12\nabla^2+v_{\rm ext}+v_H+K$. Subtracting it from $h_s$ leaves

$$W\equiv h_s-F=v_x-K ,$$

which is Hermitian with real matrix elements $W_{ki}=W_{ik}$. The orbital potential is $u_i=(K\varphi_i)/\varphi_i$. It diverges where $\varphi_i$ vanishes and $K\varphi_i$ does not, as at the radial node of 2s in the ion below. On the nodal plane of a p orbital in a closed-shell atom both vanish together and $u_i$ stays finite. The product $n_iu_i=\varphi_iK\varphi_i$ is finite in either case. A bar with index $i$ denotes the average over $n_i$, and the diagonal element of $W$ gets its own name:

$$C_i\equiv W_{ii}=\bar v_{x,i}-\bar u_i .$$

### 3. One orbital per spin

With $N=1$ the sum in $K$ has one term, $K\varphi_1=-V_{11}\varphi_1$, so $u_1=-V_{11}$ is a smooth local function. The choice $v_x=u_1+C$ with any constant $C$ gives $W\varphi_1=C\varphi_1$, and therefore $F\varphi_1=(h_s-W)\varphi_1=(\varepsilon_1-C)\varphi_1$. The orbital of the local problem solves the Hartree-Fock equation. The constant does not change the orbital, and averaging $v_x-u_1=C$ over $n_1$ returns $C_1=C$, which fixes nothing.

The boundary condition fixes it. Outside the charge $n_1$, which integrates to one, $V_{11}\to1/r$, so $v_x\to C_1-1/r$. The potential vanishes at infinity if and only if $C_1=0$, and then $\varepsilon_1$ is the Hartree-Fock eigenvalue. For a closed shell of two electrons $v_H=2V_{11}$, so $v_x=-v_H/2$.

The free Li$^+$ ion tests this. A self-consistent local calculation and a separate nonlocal Hartree-Fock calculation, started from bare-nucleus orbitals, both give $E=-7.236415$ Ha and $\varepsilon_{1s}=-2.792364$ Ha.

### 4. Several orbitals and the best local potential

With two orbitals the same construction asks for $v_x=u_1+C_1$ and $v_x=u_2+C_2$ at once, which is possible only if $u_2-u_1$ is constant. Otherwise one must choose. Slater's choice is the density-weighted average,

$$v_S=\frac1n\sum_in_iu_i=\frac1n\sum_i\varphi_iK\varphi_i .$$

The variational choice is the $v_s$ whose orbitals make the energy $E$ stationary.

Vary the orbitals of one spin channel. The one-body energy contains $\varphi_i$ twice and gives $2\langle\delta\varphi_i|-\frac12\nabla^2+v_{\rm ext}|\varphi_i\rangle$. The Hartree energy changes by $\int v_H\,\delta n$ with $\delta n=2\sum_i\varphi_i\delta\varphi_i$. The exchange energy $-\frac12\sum_{ij}\iint\varphi_i\varphi_j(\mathbf r)\,\varphi_i\varphi_j(\mathbf r')/|\mathbf r-\mathbf r'|$ has four orbital factors, which give equal contributions after relabeling, so the prefactor $\frac12$ becomes $2$ and the change is $2\sum_i\langle\delta\varphi_i|K|\varphi_i\rangle$. Together,

$$\delta E=2\sum_i\langle\delta\varphi_i|F|\varphi_i\rangle=2\sum_i\langle\delta\varphi_i|h_s-W|\varphi_i\rangle .$$

The $h_s$ term is $2\varepsilon_i\langle\delta\varphi_i|\varphi_i\rangle$, which vanishes because the norm is fixed. First-order perturbation theory gives the response of the orbitals to $\delta v_s$,

$$\delta\varphi_i=-\sum_{k\ne i}\varphi_k\frac{\langle k|\delta v_s|i\rangle}{\varepsilon_k-\varepsilon_i},$$

and the two minus signs cancel:

$$\delta E=2\sum_i\sum_{k\neq i}\frac{\langle i|\delta v_s|k\rangle\,W_{ki}}{\varepsilon_k-\varepsilon_i}.$$

Two points concern occupied $k$. For a nondegenerate occupied pair, the terms $(i,k)$ and $(k,i)$ have equal numerators and opposite denominators, so they cancel; they may be kept or dropped. For a degenerate occupied pair the denominator vanishes. Mixing such a pair does not change the determinant, so the term is absent from $\delta E$. It is assumed that $W_{ki}=0$ for degenerate partners, which symmetry guarantees in a closed-shell atom (Part II), and such terms are omitted from the sums below.

Write the matrix element of $\delta v_s$ as $\int\varphi_i\,\delta v_s\,\varphi_k$ and collect the sum over $k$ into the orbital shift

$$\psi_i=-\sum_{k\ne i}\varphi_k\frac{W_{ki}}{\varepsilon_k-\varepsilon_i},\qquad S=\sum_i\varphi_i\psi_i .$$

Then

$$\delta E=-2\int\delta v_s\,S\,d^3r \tag{1}$$

per spin channel, and $-4\int\delta v_sS$ when both channels of a closed shell are changed together. The OEP condition is $S(\mathbf r)=0$ everywhere. Compared with the formula for $\delta\varphi_i$, $\psi_i$ is the first-order shift under the perturbation $W$. Going from $h_s$ to $F$ is the perturbation $-W$, with density change $-2S$ at fixed operators. The OEP is the local potential whose density does not change, to first order in $W$, when local exchange is replaced by Fock exchange.

The sign and the factor in (1) are tested on F$^-$. With $\delta v_s=h\,d(r)$ for both spins and $d$ a fixed radial function, a central difference of the energy gives $dE/dh=-9.40599\times10^{-3}$ Ha and the formula gives $-9.40595\times10^{-3}$ Ha.

The sum over states can be traded for a differential equation. Apply $h_s-\varepsilon_i$ to $\psi_i$, which cancels the denominators, and use completeness, $\sum_{k\ne i}|k\rangle\langle k|=1-|i\rangle\langle i|$:

$$(h_s-\varepsilon_i)\psi_i=-\sum_{k\ne i}\varphi_kW_{ki}=-(W\varphi_i-C_i\varphi_i)=-(v_x-u_i-C_i)\varphi_i. \tag{2}$$

This is where the constants enter. The left side is orthogonal to $\varphi_i$, and $C_i$ is the number that makes the right side orthogonal to it too.

In the limit $N=1$, $S=\varphi_1\psi_1=0$ forces $\psi_1=0$ for a nodeless $\varphi_1$, and (2) gives $v_x=u_1+C_1$, the result of section 3.

### 5. An exact rearrangement

Multiply (2) by $\varphi_i$. The orbital equation gives $(v_s-\varepsilon_i)\varphi_i=\frac12\nabla^2\varphi_i$, so the left side is

$$-\tfrac12\varphi_i\nabla^2\psi_i+\psi_i(v_s-\varepsilon_i)\varphi_i=-\tfrac12\varphi_i\nabla^2\psi_i+\tfrac12\psi_i\nabla^2\varphi_i .$$

The product rule supplies $\nabla^2(\varphi\psi)=\varphi\nabla^2\psi+2\nabla\varphi\cdot\nabla\psi+\psi\nabla^2\varphi$ and $\nabla\cdot(\psi\nabla\varphi)=\nabla\psi\cdot\nabla\varphi+\psi\nabla^2\varphi$. In the combination $-\frac12\nabla^2(\varphi\psi)+\nabla\cdot(\psi\nabla\varphi)$ the gradient products cancel, and $-\frac12\psi\nabla^2\varphi+\psi\nabla^2\varphi=\frac12\psi\nabla^2\varphi$, which reproduces the left side. The right side is $-n_i(v_x-u_i-C_i)$. Sum over $i$, change the overall sign and define

$$D\equiv n\,v_x-\sum_in_i(u_i+C_i),\qquad\mathbf J\equiv\sum_i\psi_i\nabla\varphi_i .$$

The result is

$$D=\tfrac12\nabla^2S-\nabla\cdot\mathbf J, \tag{3}$$

which holds for any local potential, stationary or not. For the OEP, $S=0$, and division by $n$ gives

$$v_x^{\rm OEP}=v_S+\sum_i\frac{n_i}{n}C_i-\frac{\nabla\cdot\mathbf J}{n}. \tag{4}$$

The exact exchange-only OEP is Slater's potential, plus constants weighted by the orbital shares $n_i/n$, plus a term that needs the shifts. The density-weighted average of the last term is $-\int\nabla\cdot\mathbf J\,d^3r$, a surface integral that vanishes because $\mathbf J$ contains the exponentially decaying $\nabla\varphi_i$ times a square-integrable $\psi_i$. A zero average does not make the term small point by point; its size is estimated in Part II.

The KLI approximation drops that term, which is the same as imposing $D=0$:

$$v_x=v_S+\sum_i\frac{n_i}{n}C_i,\qquad C_i=\bar v_{x,i}-\bar u_i. \tag{5}$$

If $u_i-u_j$ is constant for every pair, the potential $v_x=u_i+C_i$ makes the right side of (2) vanish for all $i$. Then $\psi_i=0$, $S=0$, $\mathbf J=0$ and $D=0$, and KLI, OEP and Hartree-Fock have the same orbitals. The case $N=1$ is of this kind.

Equation (3) also says what the KLI state does in place of $S=0$. With $D=0$ it satisfies $\frac12\nabla^2S=\nabla\cdot\mathbf J$, so $S$ is nonzero whenever the dropped term is, and by (1) the KLI energy is then not stationary.

### 6. The same equation from a common denominator

Replace every difference $\varepsilon_k-\varepsilon_i$ in $\psi_i$, for occupied $k$ as well, by one number $\Delta$. Completeness then closes the sum as in (2):

$$\psi_i\to-\frac1\Delta\sum_{k\ne i}\varphi_kW_{ki}=-\frac1\Delta(v_x-u_i-C_i)\varphi_i,\qquad S\to-\frac D\Delta .$$

The condition $S=0$ becomes $D=0$ whatever $\Delta$ is, and (5) follows again. The test sums over all eigenstates of the discretized $h_s$ of F$^-$ with $\Delta=1$. The largest value of the radial form of the sum is $3\times10^{-12}$ Ha/bohr with the potential (5) and $1.33$ Ha/bohr with $v_S$ on the same orbitals.

This road shows a defect. With true denominators the occupied pairs cancel in $S$. With one $\Delta$ the terms $(i,k)$ and $(k,i)$ have the same sign and add. Had the occupied $k$ been removed first, completeness would have read $1-\sum_j|j\rangle\langle j|$ and given

$$\sum_i\varphi_iW\varphi_i-\sum_{ij}\varphi_i\varphi_jW_{ij}=0,$$

the equation of the localized Hartree-Fock or common-energy-denominator method. Both of its terms are unchanged by an orthogonal mixing of the occupied orbitals: the first depends on $\sum_i\varphi_i(\mathbf r)\varphi_i(\mathbf r')$ alone and the second contains that projector twice. KLI keeps the diagonal part $\sum_in_iW_{ii}$ of the second term, which is tied to one orbital basis. So $v_S$ is invariant under mixing, while (5) is defined for the eigenorbitals of $h_s$.

### 7. The linear system

Equation (5) has $v_x$ on both sides, but the right side depends on it through $N$ numbers. Multiply (5) by $n_i$, integrate and subtract $\bar u_i$. The left side becomes $C_i$:

$$C_i=\bar v_{S,i}-\bar u_i+\sum_jM_{ij}C_j,\qquad M_{ij}=\int\frac{n_in_j}{n}d^3r,$$

or

$$\sum_j(\delta_{ij}-M_{ij})\,C_j=d_i,\qquad d_i\equiv\bar v_{S,i}-\bar u_i. \tag{6}$$

Conversely, a solution of (6) inserted in (5) has $\bar v_{x,i}-\bar u_i=d_i+\sum_jM_{ij}C_j=C_i$, so (5) and (6) are equivalent at fixed orbitals.

Take $N=2$ first. Since $n_1+n_2=n$, $M_{11}+M_{12}=\int n_1=1$, and likewise for the second row. With $m=M_{12}$ the two equations are $m(C_1-C_2)=d_1$ and $m(C_2-C_1)=d_2$. They fix the difference alone and need $d_2=-d_1$. From $v_S-u_1=(n_1u_1+n_2u_2-nu_1)/n=n_2(u_2-u_1)/n$,

$$d_1=\int\frac{n_1n_2}{n}(u_2-u_1)\,d^3r,$$

and $d_2$ is the same integral with the labels exchanged, so $d_2=-d_1$ holds. Therefore

$$C_1-C_2=\frac{\int(n_1n_2/n)(u_2-u_1)\,d^3r}{\int(n_1n_2/n)\,d^3r}.$$

The weight $n_1n_2/n$ is at most the smaller of the two densities, so it is confined to the region where the two densities overlap. The constants shift the curves so that $u_1+C_1$ and $u_2+C_2$ agree in the average taken with this weight. If $u_1$ lies below $u_2$ in that average, $C_1-C_2$ is positive, and the correction to Slater's potential lifts the region dominated by orbital 1 relative to the region dominated by orbital 2. In the limit of constant $u_2-u_1$ the formula returns that constant, as section 5 requires.

For general $N$ four properties settle the system.

The matrix $M$ is symmetric, and its rows sum to one, $\sum_jM_{ij}=\int n_i=1$. Hence $(1,\dots,1)$ is a null vector of $1-M$. It expresses the freedom $v_x\to v_x+c$, $C_i\to C_i+c$, under which (5) is invariant because the shares $n_i/n$ sum to one.

There is no other null vector. Expanding the square and using the row and column sums,

$$\tfrac12\sum_{ij}M_{ij}(C_i-C_j)^2=\sum_iC_i^2-\sum_{ij}C_iM_{ij}C_j=C^{T}(1-M)\,C. \tag{7}$$

Every $M_{ij}$ is positive, because an eigenfunction of $h_s$ vanishes only on its nodal surfaces. The form (7) is therefore nonnegative and vanishes only when all $C_i$ are equal. Also $C^TMC=\int(\sum_iC_in_i)^2/n\ge0$. The eigenvalues of $M$ lie between 0 and 1, and the eigenvalue 1 is simple.

The system is solvable. A singular symmetric system has solutions when the right side is orthogonal to the null vector, here $\sum_id_i=0$. Indeed $\sum_i\bar v_{S,i}=\int n\,v_S=\sum_i\int n_iu_i=\sum_i\bar u_i$, and both sums equal $2E_{x\sigma}$.

Pinning one constant makes the solution unique. Set $C_p=0$ and delete row and column $p$. On vectors with $C_p=0$ the form (7) vanishes only for $C=0$, so the reduced matrix is positive definite and invertible. The deleted equation holds by itself: the rows of $1-M$ sum to the zero row and the $d_i$ sum to zero, so row $p$ is minus the sum of the others.

The row sums also turn (6) into the general form of the two-orbital statement. Since $C_i-\sum_jM_{ij}C_j=\sum_jM_{ij}(C_i-C_j)$ and $d_i=\sum_j\int(n_in_j/n)(u_j-u_i)$, equation (6) reads

$$\sum_j\int\frac{n_in_j}{n}\big[(u_i+C_i)-(u_j+C_j)\big]d^3r=0 .$$

Algebra accepts any $p$. The choice of $p$ rests on the behavior of $v_x$ at large $r$.

## Part II. The tail, the shell form and the fluoride ion

From the first part: $\varphi_i$ and $\varepsilon_i$ are the real eigenorbitals and levels of $h_s=-\frac12\nabla^2+v_{\rm ext}+v_H+v_x$ in one spin channel, $n_i=\varphi_i^2$, $n=\sum_in_i$, and $N$ labels the highest occupied level. $K$ and $F$ are the Fock exchange and Fock operators, $K\varphi_i=-\sum_j\varphi_jV_{ji}=u_i\varphi_i$, and $h_s-F=v_x-K$. The KLI potential (5) is $v_x=v_S+\sum_i(n_i/n)C_i$ with $v_S=\sum_i\varphi_iK\varphi_i/n$. The constants $C_i=\langle i|v_x-K|i\rangle$ solve (6), $(1-M)C=d$, up to a common shift. The shifts $\psi_i$ obey (2), $S=\sum_i\varphi_i\psi_i$ gives the energy gradient (1), and the OEP has $S=0$.

This part has derived the KLI potential (5) and shown that the linear system (6) fixes its constants up to a common shift. It remains to fix that shift from the behavior of $v_x$ at large $r$, to put the equations in shell form for closed-shell atoms, and to test the potential and its cost on the fluoride ion.
